The Laue Interference Function and Its Delta-Comb Limit

**What goes wrong without a finite lattice**

Suppose the waves scattered by an infinite row of identical cells are added. At certain wave-vector transfers all terms are equal and the sum is infinite. Elsewhere the terms keep turning in the complex plane and the sum does not converge. One may write the amplitude as a row of delta functions, but a detector measures intensity, and the square of a delta function has no defined value.

A finite row raises a different question. If N waves arrive in phase, the amplitude is N times that of one cell and the intensity is N² times as large. Does a row with twice as many cells then give four times the counts? For a detector that collects a whole diffraction peak of the row, the answer is no: it gives twice the counts. Both difficulties disappear once the height, width and area of the peak are known for finite N, and the limit is taken afterwards.

**Setting up the phases**

A plane wave with wave vector k meets a cell at position R. The scattering is elastic, so the outgoing wave vector k′ has the same length as k. The incident wave reaches the cell with phase factor exp(ik·R). The path from the cell to a distant detector is shorter than the path from the origin by the component of R along k′, which gives the factor exp(−ik′·R). With q = k′ − k the product is

exp(ik·R) exp(−ik′·R) = exp(−iq·R).

The momentum transferred to the wave is ħq. No electromagnetic unit system enters, because only phases are being added.

Three assumptions have been made. The detector is far enough away for the path difference to be linear in R. Each wave is scattered once. Every cell sees the same incident amplitude. The last two define the kinematic approximation.

Put the cells on a line at R = na, with n = 0, 1, ..., N − 1, and let q now denote the component of the transfer along the line. If a cell contains atoms at offsets r_j with scattering amplitudes f_j, the total amplitude is

Σ_n Σ_j f_j exp[−iq(na + r_j)] = [Σ_j f_j exp(−iqr_j)] [Σ_n exp(−iqna)] = F(q) S_N(q).

The intensity is therefore |F|² I_N, with I_N = |S_N|². The factor F describes one cell, and I_N, the interference function, describes their arrangement. Moving the origin by R₀ multiplies S_N by exp(−iqR₀), which has modulus one, so I_N does not depend on the origin.

**The simplest case: two cells**

For N = 2,

I_2 = |1 + exp(−iqa)|² = 2 + 2 cos(qa) = 4 cos²(qa/2).

The maximum is 4 = 2², reached when qa is a multiple of 2π. The average over a period is 2, because the cosine averages to zero. Interference has moved intensity from some values of q to others without changing the mean, which is the sum of two separate intensities. The peak follows N² and the mean follows N. The next step is to see whether this holds for any N.

**N cells: the closed form**

Write z = exp(−iqa). The sum S_N = 1 + z + ... + z^(N−1) is geometric. Subtracting zS_N from S_N cancels all terms but the first and last:

(1 − z) S_N = 1 − z^N.

For any angle θ, taking out half the phase gives

1 − exp(−iθ) = exp(−iθ/2) [exp(iθ/2) − exp(−iθ/2)] = 2i exp(−iθ/2) sin(θ/2).

Use this with θ = Nqa in the numerator and θ = qa in the denominator. The factors 2i cancel:

S_N = exp[−i(N−1)qa/2] sin(Nqa/2) / sin(qa/2).

The prefactor has modulus one. It is convenient to measure q in units of its period 2π/a, so let x = qa/2π. Then

I_N = sin²(Nqa/2) / sin²(qa/2) = sin²(πNx) / sin²(πx).   (1)

At integer x both sines vanish, and the value must be taken from the original sum, where every term is 1 and S_N = N. Formula (1) agrees as a limit: for x = h + t with small t, the squared sines approach (πNt)² and (πt)², whose ratio is N².

As a check on the two-cell case, sin(qa) = 2 sin(qa/2) cos(qa/2) turns (1) into 4 cos²(qa/2) for N = 2, as before.

**Height**

A sum of N numbers of modulus one has modulus at most N, so

I_N ≤ N².   (2)

Equality requires all the terms to point in the same direction. For N ≥ 2 this means exp(−iqa) = 1, hence x = h with h an integer, or

q = 2πh/a.

These are the principal maxima. Their positions do not depend on N.

**Zeros and subsidiary maxima**

The numerator of (1) vanishes at x = j/N for integer j. If j is a multiple of N, the point is a principal maximum; otherwise I_N = 0. The first zeros beside a principal maximum are thus at distance 1/N in x, or 2π/(Na) in q. At the first zero the phases of the N terms are spread evenly around one full turn, and they cancel.

To find what lies between the zeros, set φ = πx and differentiate the logarithm of (1) twice:

ln I_N = 2 ln|sin Nφ| − 2 ln|sin φ|

d(ln I_N)/dφ = 2N cot Nφ − 2 cot φ

d²(ln I_N)/dφ² = 2/sin²φ − 2N²/sin²Nφ.

By (2), sin²Nφ ≤ N² sin²φ, so the second derivative is not positive, and it is negative away from the principal maxima. Between neighbouring zeros the logarithm is therefore concave and falls to −∞ at both ends. It has one maximum there.

Between two principal maxima there are N − 1 zeros, which enclose N − 2 intervals and hence N − 2 subsidiary maxima. For N = 2 there are none, in agreement with the cosine curve. The same argument shows that I_N falls steadily from a principal maximum to its first zero. It crosses half height once on each side, so the full width at half maximum is well defined.

**Width**

The zeros suggest looking at the peak on the scale 1/N. Let x be measured from the principal maximum and put u = πNx. Then

I_N/N² = sin²u / [N² sin²(u/N)].

For fixed u and large N, sin(u/N) = (u/N)[1 − u²/(6N²) + ...]. Squaring and inverting gives

I_N/N² = (sin u/u)² [1 + u²/(3N²) + ...].   (3)

The leading shape does not depend on N. Half height requires sin u/u = 1/√2, whose root is u = 1.39156. Since x = u/(πN), and the two sides of the peak are equal,

full width in x → 2u/(πN) = 0.886/N,
full width in q → 0.886 · 2π/(Na).   (4)

The length Na of the row sets the width: a longer row distinguishes smaller changes of q. The positive correction in (3) makes the peak of a short row slightly broader than (4).

The first subsidiary maximum follows from the same shape. Setting the derivative of sin u/u to zero gives u cos u − sin u = 0, or tan u = u. Its first positive root is u = 4.4934. There sin²u = tan²u/(1 + tan²u) = u²/(1 + u²), so the height relative to the principal peak is

(sin u/u)² = 1/(1 + u²) = 0.0472.

This ratio does not tend to zero. The subsidiary maxima near a peak keep their relative height as N grows, and move towards the peak as 1/N. A delta-function limit must therefore come from the areas and not from the disappearance of these maxima.

**Area**

Expand the square before summing:

I_N = Σ_n Σ_n′ exp[−2πi(n − n′)x].

Collect the terms with the same difference m = n − n′. A row of N cells contains N − |m| ordered pairs with that difference, so

I_N = Σ_{|m|<N} (N − |m|) exp(−2πimx).   (5)

Over one period in x, each exponential with m ≠ 0 makes a whole number of turns and integrates to zero. The term m = 0 is left:

∫ I_N dx = N over one period,
∫ I_N dq = 2πN/a over one period.   (6)

The second line uses dq = (2π/a) dx. The result holds for every N, and N = 2 reproduces the earlier mean of 2. The terms with m = 0 are the cells' separate intensities, and the others are interference. Interference redistributes intensity over the period but leaves its integral unchanged.

The area in (6) belongs to the whole period. To find the share between the first zeros at x = ±1/N, use (3) with dx = du/(πN):

(1/N) ∫ I_N dx → (1/N) · N² · [1/(πN)] ∫ (sin u/u)² du = (1/π) ∫ (sin u/u)² du,

with u running from −π to π. Integrate by parts, using −1/u as the integral of 1/u². The boundary terms vanish because sin(±π) = 0, and the derivative of sin²u is sin 2u:

∫_{−π}^{π} sin²u/u² du = ∫_{−π}^{π} sin(2u)/u du = 2 ∫_0^{2π} (sin v)/v dv = 2 Si(2π).

The substitution was v = 2u, and Si is the sine integral. The share is (2/π) Si(2π) = 0.903. About a tenth of the area stays outside the central peak, however large N is.

**Numbers for a short and a longer row**

Take a model row with a = 3 Å. The period in q is 2π/a = 2.0944 Å⁻¹.

For N = 10:
- The peak height is 10² = 100.
- The first zero is at 2.0944/10 = 0.2094 Å⁻¹ from the peak.
- The full width is 0.08897 in x, which gives 0.08897 × 2.0944 = 0.1863 Å⁻¹.
- The first subsidiary maximum is 5.05, or 5.05% of the peak.
- The area is 10 in x and 10 × 2.0944 = 20.94 Å⁻¹ in q.

For N = 100:
- The peak height is 10 000.
- The first zero is at 0.02094 Å⁻¹ from the peak.
- The full width is 0.01855 Å⁻¹.
- The first subsidiary maximum is 4.72% of the peak.
- The area is 100 in x and 209.4 Å⁻¹ in q.

Ten times as many cells make the peak a hundred times higher and about ten times narrower, and the area ten times larger. For N = 10 the product of N and the width in x is 0.8897, against the limit 0.8859. The excess is 0.4% of the limit and has the sign expected from (3).

This answers the question about counts. Let a detector accept a range w in x, centred on a peak. If w is much smaller than 1/N, it sees the top of the peak and records about N²w. If w is much larger than 1/N, it collects nearly the whole peak and records a signal proportional to N. The factor |F|² is taken as constant across the peak in both cases.

**The limit of many cells**

Since the area grows as N, I_N itself has no limit as a density. Divide by N and define K_N = I_N/N. Three properties are available:

- K_N ≥ 0, because it is a squared modulus divided by N.
- Its integral over one period in x is 1, by (6).
- If x is at least d away from every integer, with 0 < d < 1/2, then K_N ≤ 1/(N sin²πd).

The last property follows from (1), since the numerator is at most 1 and |sin πx| is at least sin πd. For any fixed d, the area outside the distance d tends to zero. In the example with d = 0.1, the share outside is 0.094 for N = 10 and 0.0098 for N = 100. The tenth of the area outside the first zeros is not lost; it is drawn towards the integers.

Now let f(x) be a continuous function that vanishes outside a finite range. Because K_N has unit area around each integer h,

∫ K_N f dx − Σ_h f(h) = Σ_h ∫_{h−1/2}^{h+1/2} K_N(x) [f(x) − f(h)] dx.

Suppose that M of these periods contribute, and choose any ε > 0. Since f is uniformly continuous, there is a d such that |f(x) − f(h)| < ε whenever |x − h| < d. This near part contributes at most ε per period. In the far part the bracket is at most 2 max|f|, and K_N obeys the third property. Hence

|∫ K_N f dx − Σ_h f(h)| ≤ M [ε + 2 max|f| / (N sin²πd)].

Let N grow with d fixed; the second term vanishes. Since ε was arbitrary, the difference tends to zero. This is the meaning of

K_N(x) → Σ_h δ(x − h).

If f has no finite range but decreases rapidly, the distant periods together contribute as little as desired, uniformly in N, because K_N has unit area in each. The result then still holds.

To return to q, note that x − h = (a/2π)(q − 2πh/a). A delta function of a scaled argument is divided by the scale factor, so

I_N(q)/N → (2π/a) Σ_h δ(q − 2πh/a).   (7)

Integrating over one period gives 2π/a on both sides, in agreement with (6).

For large N the intensity thus acts as N times a delta comb, provided it is integrated against a function that is smooth on the scale of the peak width. This replaces the undefined square of a delta function: one power of N multiplies the comb, and the other has gone into making the peak narrow and high. The statement is one about the part proportional to N. A remainder of order one survives: between the peaks sin²(πNx) averages to 1/2, so I_N averages to 1/(2 sin²πx) whatever N is, and a smooth function confined between peaks picks up this background while the comb gives it almost nothing. The replacement fails for a detector range comparable with 1/N, where the finite function (1) is needed. It also fails for a range that ends at a peak centre. K_N is symmetric about that point, so half the area is counted there, whereas a delta function at the edge of a range has no assigned value.

**How fast the limit is reached**

Equation (5) gives the error for a smooth, rapidly decreasing function f(q). Define

f̃(R) = ∫ f(q) exp(−iqR) dq.

Since 2πmx = mqa, dividing (5) by N and integrating gives

∫ (I_N/N) f dq = Σ_{|m|<N} (1 − |m|/N) f̃(ma).   (8)

As N grows, the right side tends to Σ_m f̃(ma). By (7) this equals the comb value (2π/a) Σ_h f(2πh/a). Subtracting it from (8) leaves

error = −(1/N) Σ_m |m| f̃(ma) + terms from |m| ≥ N.

For smooth f the remaining terms fall faster than any power of 1/N, so the leading error is proportional to 1/N.

Take a Gaussian of unit height, centred at 2.0 Å⁻¹ with standard deviation 0.5 Å⁻¹. Its comb value is 2.05825 Å⁻¹, and the predicted error is −0.82857/N Å⁻¹. For N = 10 this gives

2.05825 − 0.08286 = 1.97539 Å⁻¹,

which is the value found by integrating the explicit sum over cells. The error is 4% of the comb value. For N = 1000 the integral is 2.05742 Å⁻¹, and the error is 0.04%.

**Three dimensions**

Let the crystal be a block with cells at R = n₁a₁ + n₂a₂ + n₃a₃, where n_i runs from 0 to N_i − 1 and N = N₁N₂N₃. The vectors a_i need not be perpendicular. The exponential of a sum is a product, so the lattice sum factorizes:

|S(q)|² = Π_i sin²(N_i q·a_i/2) / sin²(q·a_i/2).

Each factor is the one-dimensional function with x_i = q·a_i/2π. The peak height is N₁²N₂²N₃² = N², reached when all three x_i are integers h_i. Define reciprocal vectors by b_i·a_j = 2π if i = j and 0 otherwise. Then q = x₁b₁ + x₂b₂ + x₃b₃, and the peaks lie at

G = h₁b₁ + h₂b₂ + h₃b₃.

Now move away from a peak along one reciprocal vector, q = G + t b_i. Only x_i changes, by t. The width in t is therefore 0.886/N_i for large N_i, and the width in q is 0.886|b_i|/N_i. It depends on the number of cells in that direction and not on the total N. For a block with equal N_i it falls as N^(−1/3). A thin plate has peaks that are long in the direction normal to its faces.

For the area, let A and B be the matrices whose rows are a_i and b_i. The definition of b_i says that B times the transpose of A is 2π times the unit matrix, so |det B| |det A| = (2π)³. Since |det A| is the cell volume V_c, d³q = [(2π)³/V_c] dx₁dx₂dx₃. The three integrals over x_i give N₁N₂N₃, hence

∫ |S|² d³q = N(2π)³/V_c over one reciprocal cell.   (9)

An oblique model cell with V_c = 33.6 Å³ and a block of 4 × 5 × 6 = 120 cells gives a peak of 120² = 14 400 and an integral of 885.9 Å⁻³.

The integral (9) runs over a volume in q. For a stationary crystal and a fixed k, elastic scattering confines q to the sphere |k + q| = |k|, so a detector integrates only over a surface through the peak. For a block with equal N_i set on a peak, the height N² times a cross-section proportional to N^(−2/3) gives counts proportional to N^(4/3). Counts proportional to N, as in (9), require the sphere to be swept through the whole peak, by rotating the crystal or by using a range of wavelengths.

The limit also carries over. The product of the three functions K_{N_i} is non-negative and has unit area per cell. The share in which at least one x_i is farther than d from an integer is at most the sum of three terms 1/(N_i sin²πd), because the other two factors integrate to one. It vanishes when all three N_i grow, and the near-and-far argument applies again. With the same change of variables as in (9),

|S(q)|²/N → [(2π)³/V_c] Σ_G δ(q − G).   (10)

For cells with several atoms, the continuous factor |F(q)|² can be absorbed into the test function. Each delta function is then multiplied by |F(G)|², and a peak with F(G) = 0 is absent from the limit.

The approach to (10) can be slow. Take the oblique cell above, with a₁ = (3, 0, 0), a₂ = (0.5, 3.2, 0) and a₃ = (0.3, 0.4, 3.5) Å. For a Gaussian of unit height and standard deviation 0.4 Å⁻¹ centred at b₁ + (0.2, 0.1, −0.15) Å⁻¹, a block of 12 × 12 × 12 = 1728 cells gives 5.222 Å⁻³, while the comb gives 5.887 Å⁻³. The difference is 11% of the comb value. Its size and sign depend on the test function: with the same centre and a standard deviation of 1.2 Å⁻¹ it is only 0.03%, and for the 0.4 Å⁻¹ Gaussian centred at b₁/2, between peaks, the block exceeds the comb. The three-dimensional form of (8) explains this: each term carries a product of three factors 1 − |m_i|/L, so the leading error goes as 1/L, with L the number of cells along an edge, and not as 1/N. Apart from negligible tails, the result is a cubic polynomial in 1/L. The numerical check continues it from four block sizes to infinite L and obtains the comb value to all printed digits.

**Where the growth must stop**

The kinematic assumption limits how large N may be. Let each lattice plane reflect a small fraction r of the incident amplitude. At a peak, N₃ planes in phase would reflect N₃r. When N₃|r| approaches one, this sum would return as much as the incident wave carries, so the planes deep in the crystal can no longer see an undiminished wave. The results above require N₃|r| to be much smaller than one. The far-field assumption sets a second limit. For a detector at distance D, the path contains a further term R⊥²/(2D), with R⊥ the component of R across k′, and its phase is negligible only if the square of the crystal size is small compared with λD. For a row with a = 3 Å, λ = 1.5 Å incident normal to the row and D = 0.5 m, the first-order peak for N = 100 000 cells reaches only about 0.17 N² and is several times wider than (4), although its area is still close to N.

The atoms were also placed exactly on their sites. Independent Gaussian displacements of root-mean-square size u along q reduce the weight of a peak by exp(−q²u²) and move the rest into a diffuse background. The limit of large N is therefore a statement about the ideal lattice sum. It describes a real crystal only while the crystal is many cells thick, scatters weakly, is small enough for the far-field condition, and has its disorder accounted for separately.

Computed values

```
lattice constant a = 3.0 angstrom
reciprocal period 2 pi/a = 2.09440 1/angstrom
half-height root u = 1.39156
limit of N * FWHM in x = 0.88589
root of tan u = u: 4.49341
limit of first subsidiary height / N^2 = 0.04719
limit of area share between first zeros = 0.90282
N = 10: peak height = 100.000
  first zero at distance 0.20944 1/angstrom
  FWHM in x = 0.088974, N * FWHM = 0.88974
  FWHM in q = 0.186347 1/angstrom
  subsidiary maxima per period = 8
  first subsidiary height = 5.0511, / N^2 = 0.05051
  area per period in x = 10.000000
  area per period in q = 20.94395 1/angstrom
  area share between first zeros = 0.90618
  share farther than 0.1 from integers = 0.093825 (bound 0.837771)
N = 100: peak height = 10000.000
  first zero at distance 0.02094 1/angstrom
  FWHM in x = 0.008859, N * FWHM = 0.88593
  FWHM in q = 0.018555 1/angstrom
  subsidiary maxima per period = 98
  first subsidiary height = 472.2222, / N^2 = 0.04722
  area per period in x = 100.000000
  area per period in q = 209.43951 1/angstrom
  area share between first zeros = 0.90286
  share farther than 0.1 from integers = 0.009791 (bound 0.083777)
Gaussian test: center 2.0 and spread 0.5 1/angstrom
  delta-comb value = 2.058249 1/angstrom
  predicted N * error = -0.828565 1/angstrom
  N = 10: integral = 1.975392 1/angstrom, N * error = -0.828565
  N = 100: integral = 2.049963 1/angstrom, N * error = -0.828565
  N = 1000: integral = 2.057420 1/angstrom, N * error = -0.828565
oblique cell vectors (angstrom): (3.0, 0.0, 0.0); (0.5, 3.2, 0.0); (0.3, 0.4, 3.5)
  cell volume = 33.600 angstrom^3
  block (4, 5, 6): N = 120, peak height = 14400.00
  integral over reciprocal cell = 885.8936 1/angstrom^3
  3D Gaussian spread = 0.4 1/angstrom, center = b1 + (0.2, 0.1, -0.15) 1/angstrom
  L = 6: smeared |S|^2/N = 4.608947 1/angstrom^3
  L = 8: smeared |S|^2/N = 4.908851 1/angstrom^3
  L = 10: smeared |S|^2/N = 5.094992 1/angstrom^3
  L = 12: smeared |S|^2/N = 5.221706 1/angstrom^3
  extrapolated to infinite L = 5.887373 1/angstrom^3
  reciprocal-lattice delta comb = 5.887373 1/angstrom^3
```
